\section*{From bare self-energy diagrams to skeletons with dressed lines}

\section{What goes wrong}

Suppose the line in the Hartree diagram is replaced by the full Green's function $G$, while every bare second-order self-energy diagram is kept. One of those bare diagrams is the Hartree diagram with a Hartree correction on its line, and the replacement has already produced it. It is now counted twice. In the one-level model below, this changes the real part of the second-order self-energy from $-0.0165$ to $-0.0316$ eV.

The cure is to dress only skeletons, that is, diagrams without self-energy insertions. It must then be shown that this removes every duplicate and loses nothing.

\section{A level on which everything can be checked}

Take one level with two spin states,
\begin{equation}
H=\varepsilon(n_\uparrow+n_\downarrow)+U n_\uparrow n_\downarrow ,
\end{equation}
with energies measured from the chemical potential. Let $\beta=1/k_BT$ and let $u=\tau/\hbar$ be imaginary time divided by $\hbar$, an inverse energy. Define
\begin{equation}
G(u)=-\langle T\,c(u)c^\dagger(0)\rangle,\qquad
G(iE)=\int_0^\beta du\,e^{iEu}G(u),
\end{equation}
where $E=\hbar\omega_n=(2n+1)\pi k_BT$. The self-energy is defined by $G=G_0+G_0\Sigma G$. With $f=1/(e^{\beta\varepsilon}+1)$ and $g=1/(iE-\varepsilon)$, the bare line is $G_0(iE)=g$, or
\begin{equation}
G_0(u)=\begin{cases}-(1-f)e^{-\varepsilon u},&0<u<\beta,\\ f e^{-\varepsilon u},&-\beta<u<0.\end{cases}
\end{equation}

\textbf{Sign rule.} An order-$n$ term of $G$ carries $(-1)^n$ from $e^{-\int V}$ and $-1$ from the definition of $G$. Its $2n+1$ contractions $\langle Tcc^\dagger\rangle_0=-G_0$ give another $-1$. In a closed loop one creation operator must move past an odd number of operators, which gives $-1$ per loop. With $L$ loops the factor is $(-1)^{n+L}$. Amputating the two outer lines does not change it, so it also holds for $\Sigma$. Equal-time lines mean $G(0^-)$, because creation operators stand on the left in $V$.

\textbf{First order.} Only opposite spins interact, so only the Hartree diagram survives. With $n=L=1$,
\begin{equation}
\Sigma^{(1)}=U G_0(0^-)=Uf .
\end{equation}

\textbf{Second order.} Dress the Hartree line once: $G^{(1)}=G_0\Sigma^{(1)}G_0=Uf g^2$. Since $g^2=\partial g/\partial\varepsilon$, the density changes by
\begin{equation}
n_1=Uf\,\frac{\partial f}{\partial\varepsilon}=-\beta U f^2(1-f),
\label{n1}
\end{equation}
and the dressed Hartree diagram supplies $Un_1$. The other second-order diagram has one closed loop and no insertion:
\begin{equation}
-U^2G_0(u)^2G_0(-u)=-U^2f(1-f)^2e^{-\varepsilon u}=U^2f(1-f)G_0(u).
\label{bubble}
\end{equation}
Hence $\Sigma^{(2)}=Un_1+U^2f(1-f)g$.

\textbf{Comparison with the exact model.} The opposite-spin occupation is conserved. It is 1 with probability $n$, the full density per spin, and the level then lies at $\varepsilon+U$. With $x=iE-\varepsilon$,
\begin{equation}
G=\frac{1-n}{x}+\frac{n}{x-U}=\frac{x-U(1-n)}{x(x-U)},
\end{equation}
\begin{equation}
\Sigma=x-\frac1G=\frac{xUn}{x-U(1-n)}=Un+\frac{U^2n(1-n)}{x-U(1-n)} .
\label{exact}
\end{equation}
Putting $n=f+n_1+\dots$ gives the same $\Sigma^{(2)}$, with $Un_1$ once. The factor $f(1-f)$ in the bare second-order skeleton is the variance of the opposite-spin occupation without interaction, so this term vanishes for $f\to0$ and $f\to1$. The exact expression \eqref{exact} contains $n(1-n)$ instead, which need not vanish with it: at $\varepsilon=-U/2$ the density is $n=1/2$ at every temperature, while $f\to1$ on cooling if $U>0$.

\section{Diagrams as graphs}

Now let $H_0$ be any quadratic Hamiltonian and
\begin{equation}
V=\tfrac12\sum_{ab}v_{ab}\,c_a^\dagger c_b^\dagger c_bc_a
\end{equation}
an instantaneous interaction. The state is thermal and normal (no $\langle cc\rangle$), so Wick's theorem holds with $G_0$ alone. Pieces not connected to the external points factor out and cancel against the partition function: the number of ways to choose which $p$ of the $n$ interactions are connected, $n!/[p!(n-p)!]$, turns $1/n!$ into $1/p!$ times $1/(n-p)!$.

Draw each interaction as a node. It has two ends, each with one incoming and one outgoing line, hence two lines in and two out. In an amputated diagram one entrance and one exit are free; join them by an extra line $r$, the root. It carries no factor and is never dressed.

\textbf{No symmetry factors.} Start where $r$ arrives. This fixes one end of one interaction, hence its other end. Following the outgoing lines fixes further ends. This walk reaches every node: if it stopped at a smaller set, no line would leave that set, and by the balance shown next none would enter it, contradicting connectedness. No relabeling therefore leaves a diagram unchanged. Its $2^n n!$ labelings cancel the $1/(2^n n!)$ of the expansion, and each diagram has weight one.

The root matters here. In the first-order Hartree diagram without external points, two loops joined by one interaction, exchanging the two ends changes nothing, and a factor $1/2$ remains. The counting below therefore applies to $\Sigma$, not to diagrams without external points.

\textbf{Cuts.} For a set $S$ of nodes let $d(S)$ be the number of lines with one end in $S$ and the other outside. The nodes of $S$ have $2|S|$ incoming and $2|S|$ outgoing line ends. An internal line uses one of each, so as many lines enter $S$ as leave it, and $d(S)$ is even. If $S$ is neither empty nor the whole diagram, connectedness gives $d(S)\ge2$.

A diagram is \emph{proper} if cutting one internal line never separates entrance from exit; equivalently, $r$ belongs to no two-line cut. The sum of proper diagrams is $\Sigma$, because a connected diagram is a unique chain of proper ones joined by $G_0$, which is Dyson's equation. An \emph{insertion} is a nonempty set $S$ that contains no end node of $r$ and has $d(S)=2$. It is connected in itself, since two separate parts would need four crossing lines.

In a proper diagram a two-line cut does not contain $r$, so one of its sides is an insertion. A \emph{skeleton} is a proper diagram without insertions, and so has no two-line cut at all.

\section{Why insertions do not overlap ambiguously}

Let $S$ and $T$ be insertions that share a node. Compare how each line contributes to both sides of
\begin{equation}
d(S)+d(T)=d(S\cap T)+d(S\cup T)+2m ,
\label{sub}
\end{equation}
where $m$ is the number of lines between $S\setminus T$ and $T\setminus S$. Such a line crosses the boundaries of $S$ and $T$, but not those of $S\cap T$ and $S\cup T$. A line from $S\cap T$ to the outside crosses all four. A line from $S\cap T$ to $S\setminus T$ crosses those of $T$ and $S\cap T$; one from $S\setminus T$ to the outside crosses those of $S$ and $S\cup T$. The cases with $S$ and $T$ exchanged are alike, so \eqref{sub} holds.

The left side is 4. Both $S\cap T$ and $S\cup T$ are nonempty and miss the end nodes of $r$, so each $d$ on the right is at least 2. Both equal 2, and $S\cup T$ is an insertion.

Call an insertion maximal if no larger one contains it. Two different maximal insertions are disjoint, for otherwise their union would be larger. Nor does a line join them: their union would then have $d\le2+2-2=2$, and would again be a larger insertion.

Insertions joined by a line first occur at third order, for example in a Hartree loop carrying two Hartree corrections in succession. Each correction is an insertion, and so is the pair. Only the pair is maximal. It is one second-order term of $G$ on one line, not two separate dressings.

\section{Stripping and dressing are inverse}

\textbf{Stripping.} Take a proper diagram $D$. Replace each maximal insertion, with its incoming and outgoing line, by a single line. Because maximal insertions are not adjacent, this line joins two retained nodes. Call the result $K$.

Suppose $K$ had a two-line cut with node set $A$ on one side. Return each removed insertion to the side of the node from which its line starts. The number of crossing lines is unchanged, so $D$ has a two-line cut with retained nodes on both sides. It cannot contain $r$, since $D$ is proper. One side is then an insertion of $D$ containing a retained node, although every insertion lies in a maximal one, all of which were removed. This is a contradiction, so $K$ is a skeleton.

\textbf{Dressing.} Conversely, take a skeleton $K$ and put on each internal line any connected diagram of $G$, the bare line included. Let $M$ be one side of a two-line cut of the result, and $A$ the nodes of $K$ in $M$. Each line of $K$ has become a directed path. If the old line crossed the boundary of $A$, some line of its path crosses that of $M$. Different paths share no line, so
\begin{equation}
d_K(A)\le d(M)=2 .
\end{equation}
Since $K$ has no two-line cut, $A$ is empty or contains all of $K$. Two consequences follow.

First, a cut containing $r$ would separate its end nodes, which both belong to $K$. This is excluded, so the result is proper. Second, an insertion $M$ misses those end nodes, so $A$ is empty and $M$ consists of inserted nodes. It is connected, and pieces on different lines of $K$ are not joined directly, so $M$ lies within one piece. Each inserted piece is itself an insertion. The maximal insertions are therefore the pieces that were put in, and stripping returns the same $K$ with the same piece on each line.

Every proper bare diagram thus arises once and only once.

\textbf{Weights.} The order of the dressed diagram is the sum of the orders of $K$ and its pieces. The open line of a piece becomes part of an existing line of $K$, while its closed loops stay closed, so loop numbers add as well. The factors $(-1)^{n+L}$ multiply. A piece meets the rest only at its two end points, so integrating over its internal variables gives one term of $G$ between those points. For equal-time lines the term is taken at $0^-$, as before. The choices on different lines are independent, and summing them puts $G$ on every line:
\begin{equation}
\Sigma[G_0]=\Sigma_{\rm skel}[G],\qquad G=G_0+G_0\Sigma G .
\label{result}
\end{equation}
The interaction remains bare. At each order in $V$ both sides are finite sums, and \eqref{result} is an identity between power series. It does not say that the skeleton series converges, or that its nonlinear equation has a single solution at finite coupling.

\textbf{Counting test.} Set every diagram to 1, and let $x$ count interactions. A skeleton of order $m$ has $2m-1$ internal lines. If there are $s_m$ of them and $g_c(x)=1+2x+10x^2+\dots$ counts the diagrams of $G$, the number of proper diagrams follows from
\begin{equation}
\sigma(x)=\sum_m s_m x^m g_c(x)^{2m-1}.
\end{equation}
Enumeration gives $s_1=s_2=2$ and $s_3=10$. At third order the three skeleton orders contribute $2\cdot10=20$, $2\cdot(3\cdot2)=12$ and $10$: together 42, the number found by direct enumeration. Dressing all proper diagrams instead produces 98. The numerical check compares the two lists diagram by diagram through fourth order, where there are 414 proper diagrams.

\section{Third order on the level}

The third order tests dressing and new skeletons together. With opposite-spin interaction, eight proper diagrams survive, and two of the ten skeletons.

\textbf{Hartree.} The second-order line is $G^{(2)}=g^2\Sigma^{(2)}+(Uf)^2g^3$. Using $g^3=\tfrac12\partial^2g/\partial\varepsilon^2$ and primes for $\partial/\partial\varepsilon$,
\begin{equation}
n_2=Un_1f'+\tfrac12U^2[f(1-f)+f^2]f''=Un_1f'+\tfrac12U^2ff'' .
\end{equation}
The contribution is $Un_2$.

\textbf{Second-order skeleton, one line dressed.} Each line changes by $Uf\,\partial G_0/\partial\varepsilon$, so \eqref{bubble} changes by $Uf$ times its derivative:
\begin{equation}
U^3f\,\frac{\partial}{\partial\varepsilon}[f(1-f)g]=U^2n_1(1-2f)g+U^3f^2(1-f)g^2 .
\label{one}
\end{equation}

\textbf{New skeletons.} The open line runs through times $0,s,u$, and the opposite-spin loop visits the same times in either order. With $n=3$, $L=1$ the sign is $+$. The product $G_0(u-s)G_0(s)$ equals $(1-f)^2e^{-\varepsilon u}$ for $s<u$ and $-f(1-f)e^{-\varepsilon u}$ for $s>u$. When both lines run the same way (particle-particle),
\begin{align}
\Sigma_{pp}(u)&=U^3G_0(-u)\int_0^\beta ds\,[G_0(u-s)G_0(s)]^2\nonumber\\
&=U^3f(1-f)^2e^{-\varepsilon u}\left[(1-f)^2u+f^2(\beta-u)\right].
\end{align}
When they run oppositely (particle-hole), the extra factor $G_0(s-u)G_0(-s)$ is $f^2e^{\varepsilon u}$ for $s<u$ and $-f(1-f)e^{\varepsilon u}$ for $s>u$. The integrand is $f^2(1-f)^2$ in both ranges, so
\begin{equation}
\Sigma_{ph}(u)=U^3G_0(u)\,\beta f^2(1-f)^2 .
\end{equation}
In the sum, $U^3f(1-f)^2e^{-\varepsilon u}$ multiplies
\begin{equation}
(1-f)^2u+f^2(\beta-u)-\beta f(1-f)=(1-2f)(u-\beta f).
\end{equation}
From $f'=-\beta f(1-f)$ one finds $\partial G_0(u)/\partial\varepsilon=(1-f)e^{-\varepsilon u}(u-\beta f)$, whose transform is $g^2$. Therefore
\begin{equation}
\Sigma_{pp}+\Sigma_{ph}=U^3f(1-f)(1-2f)g^2 .
\label{ladders}
\end{equation}
The two cancel at $f=1/2$, that is at $\varepsilon=0$, where the bare level is half filled; the interacting level is half filled at $\varepsilon=-U/2$, where they do not cancel. For $f\to0$ at fixed $\beta$ the particle-hole term is of order $f^2$, and the particle-particle term leaves $U^3fg^2$.

\textbf{Sum.} Since $f^2(1-f)+f(1-f)(1-2f)=f(1-f)^2$, adding $Un_2$, \eqref{one} and \eqref{ladders} gives
\begin{equation}
\Sigma^{(3)}=Un_2+U^2n_1(1-2f)g+U^3f(1-f)^2g^2 .
\end{equation}
This is the third-order term of \eqref{exact}, obtained by using $1/[x-U(1-n)]=g+U(1-n)g^2+\dots$.

\textbf{Numbers.} Choose $\varepsilon=0.1$ eV, $U=0.2$ eV and $T=3000$ K. Then $k_BT=0.2585$ eV, $f=0.4045$, and the lowest Matsubara energy is $E=0.8122$ eV. Equation \eqref{n1} gives
\begin{equation}
n_1=-\frac{0.2\times0.4045^2\times0.5955}{0.2585}=-0.0754,
\end{equation}
so $Un_1=-0.0151$ eV. At $E$, in eV:

\begin{center}
\begin{tabular}{lr}
Hartree, order 1 & $0.0809$\\
Hartree, order 2 & $-0.0151$\\
second-order skeleton, bare & $-0.0014-0.0117i$\\
Hartree, order 3 & $0.0039$\\
second-order skeleton, one line dressed & $-0.0010+0.0010i$\\
particle-particle & $-0.0003+0.0023i$\\
particle-hole & $-0.0003-0.0022i$
\end{tabular}
\end{center}

The imaginary parts of the last two nearly cancel, while their real parts add. The particle-hole term transforms to $U^3\beta f^2(1-f)^2g$, which is mainly imaginary because $E$ is about eight times $\varepsilon$. By \eqref{ladders} the particle-particle term is its negative plus $U^3f(1-f)(1-2f)g^2=-0.0005+0.0001i$ eV. This remainder is reduced by the factor $1-2f=0.19$, and it is mainly real because $g^2$ is. The sum through third order is $0.0667-0.0106i$ eV; the exact self-energy of the model is $0.0665-0.0103i$ eV. The distance, $0.0004$ eV or about $0.5\%$ of the exact modulus, comes from the omitted orders in $U$. Counting the dressed Hartree term twice would add an error of $0.0151$ eV, about forty times larger.

\section*{Computed results}
\begin{verbatim}
DIAGRAM COUNTS (numbers of diagrams)
order 1: connected G 2, proper 2, skeleton 2
  proper ones by order of their skeleton: [2]
  produced if all proper diagrams are dressed: 2
order 2: connected G 10, proper 6, skeleton 2
  proper ones by order of their skeleton: [4, 2]
  produced if all proper diagrams are dressed: 10
order 3: connected G 74, proper 42, skeleton 10
  proper ones by order of their skeleton: [20, 12, 10]
  produced if all proper diagrams are dressed: 98
order 4: connected G 706, proper 414, skeleton 82
  proper ones by order of their skeleton: [148, 84, 100, 82]
  produced if all proper diagrams are dressed: 1234
opposite-spin interaction, orders 1-3: skeletons [1, 1, 2] proper [1, 2, 8]
SINGLE LEVEL (complex values at the lowest Matsubara energy)
eps = 0.1 eV, U = 0.2 eV, T = 3000 K
k_B T = 0.258520 eV, lowest Matsubara energy = 0.812165 eV
density per spin (dimensionless), order 0: 0.4044837
density per spin (dimensionless), order 1: -0.0753757
density per spin (dimensionless), order 2: +0.0196162
order 1, Hartree with G0: +0.0808967 +0.0000000 i eV
order 2, Hartree with first-order G: -0.0150751 +0.0000000 i eV
order 2, second-order skeleton with G0: -0.0014389 -0.0116863 i eV
order 3, Hartree with second-order G: +0.0039232 +0.0000000 i eV
order 3, second-order skeleton, one line dressed: -0.0010432 +0.0009810 i eV
order 3, particle-particle skeleton: -0.0002652 +0.0023111 i eV
order 3, particle-hole skeleton: -0.0002681 -0.0021777 i eV
order 1, sum of skeleton terms: +0.0808967 +0.0000000 i eV
order 1, Taylor term of exact self-energy: +0.0808967 +0.0000000 i eV
order 2, sum of skeleton terms: -0.0165141 -0.0116863 i eV
order 2, Taylor term of exact self-energy: -0.0165141 -0.0116863 i eV
order 3, sum of skeleton terms: +0.0023467 +0.0011143 i eV
order 3, Taylor term of exact self-energy: +0.0023467 +0.0011143 i eV
order 2 with dressed Hartree term counted twice: -0.0315892 -0.0116863 i eV
sum through order 3: +0.0667293 -0.0105720 i eV
exact self-energy: +0.0664536 -0.0103262 i eV
distance of sum from exact: 0.0003693 eV
\end{verbatim}
